\section*{Duality and the geometric-mean conductivity of a columnar film of anisotropic grains}

\section{The physical question}

Some intermetallic conductors carry current much better along one crystal axis than across it. Suppose such a metal is deposited as a film of columnar grains, each running from bottom to top, with the good axis lying in the film plane but pointing in a different direction in every grain. On a scale of many grains the film has one resistivity. Averaging the conductivity over angle gives one value and averaging the resistivity gives another. With principal resistivities of 10 and 100~$\mu\Omega\,$cm these are 18.18 and 55.00~$\mu\Omega\,$cm. The first assumes the same electric field in every grain, the second the same current density, and the true fields do neither. In two dimensions a symmetry between field and current settles the matter without solving for either.

\section{Assumptions and definitions}

The film occupies $0<z<t$. In the plane, each grain has the conductivity tensor
\begin{equation}
\sigma(x,y)=s_1\,n_1n_1^{T}+s_2\,n_2n_2^{T},\qquad s_1,s_2>0,
\label{eq:local}
\end{equation}
where $n_1=(\cos\theta,\sin\theta)$, $n_2=(-\sin\theta,\cos\theta)$ and only the angle $\theta(x,y)$ varies. The principal resistivities are $\rho_i=1/s_i$. I assume:
\begin{enumerate}
\item Ohm's law $J=\sigma E$ holds locally, so the carrier mean free path is short compared with grain size and thickness.
\item The third principal axis is normal to the film, the faces are insulating, and electrodes contact the full thickness.
\item Grain boundaries have no resistance of their own.
\item There is no magnetic field, so $\sigma$ is symmetric.
\end{enumerate}
By assumption 2, an in-plane field independent of $z$ drives no current along $z$. It meets the conditions on the faces, and the problem is two-dimensional:
\begin{equation}
\partial_xE_y-\partial_yE_x=0,\qquad \partial_xJ_x+\partial_yJ_y=0,\qquad J=\sigma E .
\label{eq:field}
\end{equation}
At a grain boundary the tangential part of $E$ and the normal part of $J$ are continuous.

Take first a periodic film, and let $\langle\cdot\rangle$ be the average over its cell. For each mean field $E_0$ there is one periodic solution $E=E_0-\nabla\chi$ of (\ref{eq:field}). The effective tensor is defined by
\begin{equation}
\langle J\rangle=\sigma^*\langle E\rangle .
\label{eq:def}
\end{equation}
A random film is treated as the limit of ever larger cells. Ergodicity means that $\sigma^*$ then tends, with probability one, to a limit that does not depend on the realization.

\section{Two lemmas}

\textbf{Lemma 1.} \emph{If $E$ is curl-free and $J$ divergence-free, both periodic, then $\langle E\cdot J\rangle=\langle E\rangle\cdot\langle J\rangle$. Consequently $\sigma^*$ is symmetric and positive definite.}

\emph{Proof.} Write $E=E_0-\nabla\chi$ with $\chi$ periodic. Then
\begin{equation}
\langle\nabla\chi\cdot J\rangle=\langle\nabla\cdot(\chi J)\rangle-\langle\chi\,\nabla\cdot J\rangle=0 .
\end{equation}
The first term is a boundary flux that cancels between opposite sides of the cell; grain boundaries add nothing, since $\chi$ and the normal part of $J$ are continuous there. The second vanishes because $\nabla\cdot J=0$. This proves the first claim.

Let $E_a,E_b$ be solutions with mean fields $a,b$. The first claim gives $a\cdot\sigma^*b=\langle E_a\cdot\sigma E_b\rangle$. The right side is unchanged when $a$ and $b$ are exchanged, because $\sigma$ is symmetric, so $\sigma^*$ is symmetric. For $a=b\neq0$ it is positive. $\square$

Let $Q$ be the rotation by $90^\circ$,
\begin{equation}
Q=\begin{pmatrix}0&-1\\1&0\end{pmatrix},\qquad Q(a,b)=(-b,a),\qquad Q^TQ=1,\quad \det Q=1 .
\end{equation}

\textbf{Lemma 2.} \emph{For a symmetric invertible $2\times2$ matrix $A$, $QA^{-1}Q^T=A/\det A$.}

\emph{Proof.} With $A=\begin{pmatrix}a&b\\b&d\end{pmatrix}$,
\begin{equation}
QA^{-1}Q^T=\frac{1}{\det A}\begin{pmatrix}0&-1\\1&0\end{pmatrix}
\begin{pmatrix}d&-b\\-b&a\end{pmatrix}
\begin{pmatrix}0&1\\-1&0\end{pmatrix}.
\end{equation}
The first two matrices multiply to $\begin{pmatrix}b&-a\\d&-b\end{pmatrix}$, and multiplying this by the third gives $\begin{pmatrix}a&b\\b&d\end{pmatrix}=A$. $\square$

In words, inverting the tensor exchanges good and bad axes up to a factor, and a quarter turn exchanges them back.

\section{The theorem}

\textbf{Theorem.} \emph{Under assumptions 1--4,}
\begin{equation}
\det\sigma^*=s_1s_2
\label{eq:det}
\end{equation}
\emph{for every arrangement of the grains. If the film is also ergodic and its statistics are unchanged by a $90^\circ$ rotation, then}
\begin{equation}
\sigma^*=\sqrt{s_1s_2}\;\mathbf 1,\qquad \rho^*=\sqrt{\rho_1\rho_2}.
\label{eq:main}
\end{equation}

\emph{Proof.} Put $g=\sqrt{s_1s_2}$. From a solution $(E,J)$ construct
\begin{equation}
E'=\frac1g\,QJ=\frac1g(-J_y,J_x),\qquad J'=g\,QE=g(-E_y,E_x).
\label{eq:dual}
\end{equation}
The new field is curl-free and the new current divergence-free:
\begin{align}
\partial_xE'_y-\partial_yE'_x&=\frac1g(\partial_xJ_x+\partial_yJ_y)=0,\\
\partial_xJ'_x+\partial_yJ'_y&=-g(\partial_xE_y-\partial_yE_x)=0 .
\end{align}
At a grain boundary the quarter turn makes the normal part of $J$ the tangential part of $E'$, and the tangential part of $E$ the normal part of $J'$, up to sign. The required continuities therefore hold.

It remains to relate $J'$ to $E'$. Since $E=\sigma^{-1}J$ and $J=gQ^TE'$,
\begin{equation}
J'=gQ\sigma^{-1}J=g^2\,Q\sigma^{-1}Q^T E'=\frac{g^2}{\det\sigma}\,\sigma E'=\sigma E' .
\label{eq:same}
\end{equation}
The third equality is Lemma 2. The last holds because $\det\sigma=s_1s_2=g^2$ in every grain. Thus $(E',J')$ is a solution in the same film, and (\ref{eq:def}) applies to it: $\langle J'\rangle=\sigma^*\langle E'\rangle$. Inserting the averages of (\ref{eq:dual}) and $\langle J\rangle=\sigma^*E_0$,
\begin{equation}
g\,QE_0=\frac1g\,\sigma^*Q\sigma^*E_0 .
\end{equation}
This is true for every $E_0$, so $g^2Q=\sigma^*Q\sigma^*$. The determinant of the left side is $g^4$, that of the right side $(\det\sigma^*)^2$. Lemma 1 makes $\det\sigma^*$ positive, hence $\det\sigma^*=g^2$. The determinant is continuous, so the result survives the limit of large cells.

Rotating a film by $90^\circ$ changes its effective tensor to $Q\sigma^*Q^T$. If the rotated film belongs to the same ergodic ensemble, the two tensors are equal. In its principal axes $\sigma^*=\mathrm{diag}(a,b)$, and $Q\,\mathrm{diag}(a,b)\,Q^T=\mathrm{diag}(b,a)$. Hence $a=b$, and $a^2=g^2$ gives (\ref{eq:main}). $\square$

\textbf{Remark (where the proof can fail).} If $\det\sigma$ differs between grains, as with a second phase, the factor $g^2/\det\sigma$ in (\ref{eq:same}) depends on position and the rotated fields belong to a different film. In three dimensions no rotation turns every divergence-free field into a curl-free one, so the argument is confined to columnar films.

\textbf{Remark (limits).} For $s_{1,2}=\bar s(1\pm\delta)$ with small $\delta$, $g=\bar s\sqrt{1-\delta^2}\approx\bar s(1-\delta^2/2)$, so $g$ falls below the mean conductivity $\bar s$ only at second order. Compared with a film whose good axes all lie along the current, with conductivity $\bar s(1+\delta)$, the loss is of first order. For $s_2\to0$ at fixed $s_1$, $g$ tends to zero as $\sqrt{s_2}$, while the mean conductivity tends to $s_1/2$. The mean conductivity then overestimates $g$ by a factor that grows without bound.

\textbf{Remark (texture).} A film with preferred orientation still obeys (\ref{eq:det}), but it need not obey (\ref{eq:main}). On a square cell of side $2\pi$, the field $\theta=0.4+0.5\sin x+0.4\cos(x+y)$ (radians), with $\rho_1=10$ and $\rho_2=100~\mu\Omega\,$cm, has computed principal resistivities 12.696 and 78.762~$\mu\Omega\,$cm. The root of their product is 31.6228~$\mu\Omega\,$cm, which is $\sqrt{1000}$ to the digits shown.

\section{Finite specimens}

\textbf{Proposition 1.} \emph{Let $G_x$ be the conductance of a rectangular specimen with electrodes on its left and right edges and the other two insulated, and $G_y$ that with the roles of the edges exchanged. Then, for any arrangement of grains,}
\begin{equation}
G_xG_y=s_1s_2\,t^2 .
\label{eq:gxgy}
\end{equation}

\emph{Proof.} In the first measurement let the voltage be $V=\int E_x\,dx$ and the current $I=t\int J_x\,dy$. Form the fields (\ref{eq:dual}). On the top and bottom edges $J_y=0$, so $E'_x=-J_y/g=0$: these edges are equipotentials. On the electrodes $E_y=0$, so $J'_x=-gE_y=0$: these edges are now insulated. The new fields thus solve the second measurement, with voltage and current
\begin{equation}
V'=\int E'_y\,dy=\frac{I}{gt},\qquad I'=t\int J'_y\,dx=gtV .
\end{equation}
Therefore $G_y=I'/V'=g^2t^2V/I=g^2t^2/G_x$. $\square$

The two resistances then satisfy $\sqrt{R_xR_y}=\sqrt{\rho_1\rho_2}/t$. A single small specimen, even one far from isotropic, yields the geometric mean if it is measured both ways.

\textbf{Corollary.} \emph{For square specimens from an ensemble unchanged by $90^\circ$ rotation, $X=\ln[G_x/(gt)]$ is distributed symmetrically about zero.} Rotation turns $G_x$ into $G_y$, so both have the same distribution; by (\ref{eq:gxgy}) $\ln[G_y/(gt)]=-X$. The mean of $\ln R$ therefore has no size correction, although individual specimens scatter.

\section{How the power and current are shared}

\textbf{Proposition 2.} \emph{In a film obeying (\ref{eq:main}) for all $s_1,s_2$, each principal axis dissipates half the power, and with $J_0=|\langle J\rangle|$}
\begin{equation}
\frac{\langle J^2\rangle}{J_0^2}=\frac12\left(\sqrt{\frac{s_1}{s_2}}+\sqrt{\frac{s_2}{s_1}}\right).
\label{eq:crowd}
\end{equation}

\emph{Proof.} By Lemma 1 the mean power density is $gE_0^2=\langle E\cdot\sigma E\rangle$. Change $s_1$ slightly at fixed $E_0$ and fixed grain geometry. The field changes by a curl-free $\delta E$ of zero mean, so
\begin{equation}
\delta\langle E\cdot\sigma E\rangle=\langle E\cdot\delta\sigma\,E\rangle+2\langle\delta E\cdot J\rangle=\delta s_1\langle E_1^2\rangle,
\end{equation}
where $E_i=n_i\cdot E$ and the last average vanishes by Lemma 1. Hence
\begin{equation}
\frac{\langle E_1^2\rangle}{E_0^2}=\frac{\partial g}{\partial s_1}=\frac12\sqrt{\frac{s_2}{s_1}}=\frac{g}{2s_1},
\end{equation}
and likewise $\langle E_2^2\rangle/E_0^2=g/(2s_2)$. Each power $s_i\langle E_i^2\rangle$ equals $gE_0^2/2$. Moreover
\begin{equation}
\langle J^2\rangle=s_1^2\langle E_1^2\rangle+s_2^2\langle E_2^2\rangle=\tfrac12 g(s_1+s_2)E_0^2 .
\end{equation}
Dividing by $J_0^2=g^2E_0^2$ gives $(s_1+s_2)/(2g)$, which is (\ref{eq:crowd}). $\square$

The right side of (\ref{eq:crowd}) exceeds one whenever $s_1\neq s_2$, so the current density in such a film cannot be uniform.

\section{A worked film}

Take $\rho_1=10~\mu\Omega\,$cm, $\rho_2=100~\mu\Omega\,$cm, $t=30$~nm and grain size $D=100$~nm. Then
\begin{equation}
\rho^*=\sqrt{10\times100}=31.62~\mu\Omega\,\mathrm{cm},\qquad
\frac{\rho^*}{t}=\frac{31.62\times10^{-8}~\Omega\,\mathrm m}{30\times10^{-9}~\mathrm m}=10.54~\Omega .
\end{equation}
The two naive averages lie on either side, and their product is also $\rho_1\rho_2$.

A checkerboard of square grains at $0^\circ$ and $90^\circ$ is unchanged by a quarter turn about a corner, so (\ref{eq:main}) applies to it. A finite-element solution, whose approximation does not build in duality, gives 31.427, 31.570 and 31.609~$\mu\Omega\,$cm with 16, 32 and 64 elements per grain side, and 31.622 on extrapolation. The approach is from below because a restricted set of trial potentials overestimates the dissipation at fixed voltage, and hence the conductance. On the finest mesh the easy axis takes a share 0.5008 of the power, and $\langle J^2\rangle/J_0^2=1.7407$, against 1.7393 from (\ref{eq:crowd}).

One random specimen of $4\times4$ grains has resistances, extrapolated in mesh size, of 11.69~$\Omega$ along $x$ and 9.50~$\Omega$ along $y$, each uncertain by about 0.01~$\Omega$ because the grain corners slow the convergence (finer meshes move the first towards 11.70~$\Omega$). They differ by about a fifth of their mean, yet the root of their product is 10.54~$\Omega$, as Proposition 1 requires.

For 80 random squares, $\ln(R_x/R_{\rm geo})$ with $R_{\rm geo}=\rho^*/t$ has mean $-0.023\pm0.027$ for $4\times4$ grains and $-0.021\pm0.012$ for $8\times8$. The second mean is nearly two standard errors below zero. Its mesh had 8 elements per grain side, and on such a mesh the single specimen above gave 10.363 instead of 10.538~$\Omega$, an error of $-0.017$ in the logarithm. Mesh error thus has the sign of the offset, but it varies between specimens, and averaged over the ensemble it explains only part of it. The rest is about one standard error, within sampling scatter. The spread falls from 0.242 to 0.105 when the side is doubled, compatible, within the sampling error of 80 specimens, with the halving expected for independent grains.

\section{A line one grain wide}

Let a line of width $w$ and length $L$ be one grain wide, with grains much longer than $w$. Away from the grain ends the insulated edges force $J_y=0$, and the current density is uniform. Then $E_x=\rho_{xx}J_x$ with $\rho_{xx}=\rho_1\cos^2\theta+\rho_2\sin^2\theta$. The grains are in series, and for uniformly distributed $\theta$ the line resistivity tends to
\begin{equation}
\langle\rho_{xx}\rangle=\frac{\rho_1+\rho_2}{2}=55.00~\mu\Omega\,\mathrm{cm}.
\end{equation}
For eight grains, each eight widths long, at angles spaced by $22.5^\circ$, the computed value is 53.88~$\mu\Omega\,$cm with 12 elements across the width; finer meshes raise it by about 0.03~$\mu\Omega\,$cm. A uniform current along the line is an allowed trial current, and for these angles it gives exactly 55.00~$\mu\Omega\,$cm. The true current minimizes the dissipation at given total current, so by departing from uniformity near the grain ends it gives a lower value.

Proposition 1 still holds. Across the width the long grains conduct in parallel, with $G_y=tL(s_1+s_2)/(2w)$, while $G_x=2tw/[L(\rho_1+\rho_2)]$. Since $\rho_1+\rho_2=(s_1+s_2)/(s_1s_2)$, the product is $s_1s_2t^2$. What is lost is the equivalence of the two directions. In this model, patterning a wide film into such a line thus raises the resistivity from 31.62 towards 55~$\mu\Omega\,$cm with no change in the metal. In a real line only a few mean free paths wide, scattering at the side walls would add to this.

\section{Effects left out, and the real case}

The estimates below refer to $\rho^*=31.62~\mu\Omega\,$cm. Each takes the other effects as absent.

\textbf{Surfaces.} Let carriers have an isotropic mean free path $\lambda$ and scatter diffusely at both faces. At depth $z$, those leaving a face with direction cosine $\mu$ lack a fraction $e^{-z/(\lambda\mu)}$ of their bulk response. Their weight in the in-plane current is $\tfrac34(1-\mu^2)\,d\mu$, which integrates to one over $-1<\mu<1$. For $t\gg\lambda$ the two faces together remove the fraction
\begin{equation}
\frac2t\int_0^1\!\frac34(1-\mu^2)\,\lambda\mu\,d\mu=\frac{3\lambda}{2t}\left(\frac12-\frac14\right)=\frac{3\lambda}{8t}.
\end{equation}
With a rough $\lambda=5$~nm this is $15/240=6.25\,\%$, and the resistivity rises by 6.7\,\% if both axes are affected alike. The weight used is that of an isotropic metal, so for a strongly anisotropic one this is only an order-of-magnitude estimate. The ratio $\lambda/D=0.05$ supports the use of a local Ohm's law within grains. The support is weaker if the anisotropy comes from the carrier velocity at a common lifetime: the path along the good axis is then about $\sqrt{10}$ times that across it, and with 5~nm across it the ratio becomes 0.16.

\textbf{Grain boundaries.} Let a boundary have specific resistance $\Gamma$. Square grains have boundary length $1/D$ per unit area normal to each of $x$ and $y$, so the added power density is about $\Gamma\langle J_x^2+J_y^2\rangle/D$. This takes the current at boundaries to resemble that in the bulk and is first order in $\Gamma$. For a rough $\Gamma=10^{-15}~\Omega\,$m$^2$, $\Gamma/D=1.00~\mu\Omega\,$cm. Crowding multiplies it by 1.74, and the estimated rise is 5.5\,\%. For square grains the current crossing the boundaries is larger than this assumes, slightly so in random films and much more in the checkerboard, so 5.5\,\% is a low estimate.

\textbf{Tilt.} Let the good axis leave the plane by $\alpha=5^\circ$ in every grain, the resistivity being $\rho_2$ in all directions normal to that axis. The true current minimizes dissipation at given total current, so trial currents with $J_z=0$ that do not depend on $z$ bound the resistance from above. They see principal values $\rho_1\cos^2\alpha+\rho_2\sin^2\alpha$ and $\rho_2$, again the same in every grain, so the theorem gives the best such bound:
\begin{equation}
\sqrt{(10\cos^25^\circ+100\sin^25^\circ)\times100}=32.69~\mu\Omega\,\mathrm{cm}.
\end{equation}
Trial fields with $E_z=0$ bound it from below in the same way, with $s_1\cos^2\alpha+s_2\sin^2\alpha$ in place of $s_1$, at 31.73~$\mu\Omega\,$cm. The rise is at most 3.4\,\%.

\textbf{Temperature.} If both resistivities are proportional to absolute temperature, so is $\rho^*$. From 300 to 378.15~K it rises by 26\,\%, to 39.9~$\mu\Omega\,$cm.

The round values lie in the rough regime of the hexagonal kagome intermetallic CoSn, which conducts better along its hexagonal axis than across it by an order of magnitude or more. Ten is thus a round, probably low, value; a larger ratio lowers $\rho_1/\rho^*$ and strengthens the crowding, which (\ref{eq:crowd}) puts at 2.8 for a ratio of 30, and with it the boundary term. The ratio is the feature borrowed; the absolute values, $\lambda$ and $\Gamma$ are rough choices, not measurements on CoSn films. The film considered needs the hexagonal axis in the plane and randomly directed. If that axis instead stands normal to the film, every grain is isotropic in the plane and the model gives $\rho_2$. If it lies along the current in all grains, the model gives $\rho_1$, about a third of $\rho^*$. Real films break the assumptions of perfect boundaries, specular faces and exact alignment together. At 300~K the three estimates add up to about 16\,\%, less than the temperature effect and far less than the change brought by texture or by a line one grain wide. For a conductor of this kind, in the regime of these numbers, control of in-plane orientation therefore matters more than the three corrections. The values used here are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
easy-axis resistivity rho1: 10.0 micro-ohm cm
hard-axis resistivity rho2: 100.0 micro-ohm cm
film thickness: 30 nm
grain size: 100 nm
effective resistivity, geometric mean: 31.62 micro-ohm cm
effective sheet resistance: 10.54 ohm
naive, from mean conductivity: 18.18 micro-ohm cm
naive, from mean resistivity: 55.00 micro-ohm cm
-- smooth textured film, Fourier solution
principal resistivities: 12.696, 78.762 micro-ohm cm
root of their product: 31.6228 micro-ohm cm
|det ratio - 1|: 5.6e-15
-- checkerboard of two orientations, finite elements
resistivity, 16 elements per grain side: 31.427 micro-ohm cm
resistivity, 32 elements per grain side: 31.570 micro-ohm cm
resistivity, 64 elements per grain side: 31.609 micro-ohm cm
resistivity, extrapolated: 31.622 micro-ohm cm
share of power on easy axis: 0.5008
<J^2>/J0^2 computed: 1.7407
<J^2>/J0^2 formula: 1.7393
-- one random specimen of 4 x 4 grains
resistance along x: 11.69 ohm
resistance along y: 9.50 ohm
root of product: 10.538 ohm
root of product, 8 elements: 10.363 ohm
root of product, 16 elements: 10.485 ohm
root of product, 32 elements: 10.524 ohm
-- ensembles of 80 square specimens, ln(R/R_geometric)
4 x 4 grains: mean -0.023 +- 0.027, spread 0.242
8 x 8 grains: mean -0.021 +- 0.012, spread 0.105
-- line one grain wide, grains eight widths long
computed line resistivity: 53.88 micro-ohm cm
long-grain limit: 55.00 micro-ohm cm
-- neglected effects
mean free path: 5.0 nm
mean free path / grain size: 0.050
surface conductivity loss, formula: 6.25 %
surface conductivity loss, integral: 6.25 %
surface resistivity rise: 6.7 %
boundary specific resistance: 1.0e-15 ohm m^2
boundary term, uniform current: 1.00 micro-ohm cm
boundary term, crowded current: 1.74 micro-ohm cm
boundary resistivity rise: 5.5 %
axis tilt: 5 degrees
tilted film, lower bound: 31.73 micro-ohm cm
tilted film, upper bound: 32.69 micro-ohm cm
largest tilt rise: 3.4 %
reference and use temperature: 300, 378 K
rise at use temperature: 26 %
resistivity at use temperature: 39.9 micro-ohm cm
\end{verbatim}
